# Relaxed-Ion Elastic Constants and Why Internal Relaxation Softens a Crystal

## Internal displacements in the elastic energy

In a diamond-structure model crystal with lattice constant 5.50 Å, the shear constant \(C_{44}\) is 118.18 GPa if the atoms are carried along rigidly by the strain, and 83.92 GPa if they may settle inside the deformed cell. The constants \(C_{11}=172.73\) GPa and \(C_{12}=63.64\) GPa do not change. Referred to axes turned by 45° about \(z\), however, the same relaxation raises \(C'_{12}\) from 0.00 to 34.27 GPa. The sense in which relaxation softens a crystal must therefore be stated with care.

### The quadratic energy

Let the cell have volume \(\Omega\) and contain \(N\) atoms at \(\mathbf R_s\). Under a symmetric strain \(\varepsilon\), atom \(s\) moves to

\[
\mathbf r_s=(1+\varepsilon)\mathbf R_s+\mathbf u_s. \tag{1}
\]

The displacements are the same in every cell and form a column \(u\) of length \(3N\). The strain is written as \(\eta=(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},2\varepsilon_{yz},2\varepsilon_{xz},2\varepsilon_{xy})^T\). "Clamped ion" means \(u=0\).

Let \(E(u,\eta)\) be the Born–Oppenheimer energy per cell at zero macroscopic electric field, with the electrons in their ground state for each \(u\) and \(\eta\). Density functional perturbation theory supplies its second derivatives at the reference state:

\[
K=\frac{\partial^2E}{\partial u\,\partial u},\qquad
\Lambda=\frac{\partial^2E}{\partial u\,\partial\eta},\qquad
C^0=\frac1\Omega\frac{\partial^2E}{\partial\eta\,\partial\eta}. \tag{2}
\]

Their sizes are \(3N\times3N\), \(3N\times6\) and \(6\times6\). All three must refer to the same electrical condition.

The reference state has zero forces and zero stress, so no linear terms appear:

\[
E=E_0+\tfrac12u^TKu+u^T\Lambda\eta+\tfrac{\Omega}{2}\eta^TC^0\eta . \tag{3}
\]

Zero force makes \(u=0\) the equilibrium at \(\eta=0\). Zero stress allows the second strain derivative of the energy to be read directly as the stress–strain coefficient. The forces are

\[
F=-\frac{\partial E}{\partial u}=-Ku-\Lambda\eta, \tag{4}
\]

so \(-\Lambda\eta\) is the force that strain exerts on clamped atoms.

### Why \(K\) has no inverse

Moving all atoms by one vector \(\mathbf t\) costs no energy. With \(T\) the \(3N\times3\) matrix of \(N\) stacked unit matrices, \(E(u+T\mathbf t,\eta)=E(u,\eta)\). The derivative with respect to \(\mathbf t\) at \(\mathbf t=0\) is

\[
T^T\frac{\partial E}{\partial u}(u,\eta)=0\quad\text{for all }u,\eta. \tag{5}
\]

Differentiating (5) once more, first with respect to \(u\) and then with respect to \(\eta\), gives

\[
T^TK=0,\qquad T^T\Lambda=0. \tag{6}
\]

The first relation says that \(K\) has three null vectors and is singular. The second says that the forces caused by strain sum to zero over the cell, so they do not push along those null vectors.

Assume now that \(K\) is positive semidefinite and that translations are its only null vectors. Let \(e_m\) be its orthonormal eigenvectors with eigenvalues \(\kappa_m\), and define

\[
K^+=\sum_{\kappa_m>0}\frac{e_me_m^T}{\kappa_m},\qquad
KK^+=\sum_{\kappa_m>0}e_me_m^T\equiv P. \tag{7}
\]

\(P\) projects onto the space orthogonal to translations. By (6) the columns of \(\Lambda\) lie in that space, hence

\[
P\Lambda=\Lambda. \tag{8}
\]

### Elimination

Setting the forces (4) to zero gives \(Ku=-\Lambda\eta\). One solution is

\[
u^*=-K^+\Lambda\eta, \tag{9}
\]

because \(Ku^*=-P\Lambda\eta=-\Lambda\eta\) by (8). Any other solution differs from it by a translation. To show that \(u^*\) is a minimum and to find the energy there, put \(u=u^*+w\) in the two \(u\)-dependent terms of (3):

\[
\tfrac12u^TKu+u^T\Lambda\eta
=\tfrac12w^TKw+w^T(Ku^*+\Lambda\eta)+\tfrac12u^{*T}Ku^*+u^{*T}\Lambda\eta. \tag{10}
\]

The bracket vanishes. Since \(Ku^*=-\Lambda\eta\), the third term is \(-\tfrac12u^{*T}\Lambda\eta\), and the last two together make

\[
\tfrac12u^{*T}\Lambda\eta=-\tfrac12\eta^T\Lambda^TK^+\Lambda\eta . \tag{11}
\]

Therefore

\[
E=E_0+\tfrac12(u-u^*)^TK(u-u^*)+\tfrac\Omega2\eta^TC\eta, \tag{12}
\]

\[
\boxed{C=C^0-\frac1\Omega\Lambda^TK^+\Lambda} \tag{13}
\]

The first quadratic term in (12) is never negative and vanishes at \(u=u^*\), so \(C\) describes the energy minimized over the atomic positions.

The pseudo-inverse can be avoided by holding one atom fixed. Delete its three rows and columns from \(K\) and its three rows from \(\Lambda\), leaving \(K_r\) and \(\Lambda_r\). If \(K_rv=0\), pad \(v\) with zeros for the held atom to form \(x\). Then \(x^TKx=v^TK_rv=0\), and since \(K\) is positive semidefinite, \(Kx=0\). Thus \(x\) is a translation that leaves one atom at rest, so \(x=0\). Hence \(K_r\) is invertible. Every configuration can be translated at no cost until the chosen atom is at its reference place, so the minimum energy is the same and

\[
C=C^0-\frac1\Omega\Lambda_r^TK_r^{-1}\Lambda_r. \tag{14}
\]

The clamped reference is partly a convention. If internal coordinates \(v\) are defined by \(u=v+\Gamma\eta\) with a constant matrix \(\Gamma\), setting \(v=0\) in (3) gives a clamped constant that in general differs from \(C^0\), namely \(C^0+(\Gamma^T\Lambda+\Lambda^T\Gamma+\Gamma^TK\Gamma)/\Omega\). Minimizing over \(v\) at fixed \(\eta\) covers the same configurations as minimizing over \(u\), so \(C\) is unchanged.

### What softening means

From (7) and (13), for any strain,

\[
\eta^T(C^0-C)\eta=\frac1\Omega\sum_{\kappa_m>0}\frac{(e_m^T\Lambda\eta)^2}{\kappa_m}\ \ge0. \tag{15}
\]

This is the softening theorem: no strain costs more energy after relaxation than before. The physical reason is that \(u=0\) remains available as a trial configuration, and a minimum cannot lie above a trial value. Equality requires every projection in (15) to vanish, which by (8) means \(\Lambda\eta=0\): the strain exerts no internal forces. The rank of \(C^0-C\) is thus that of \(\Lambda\), at most the smaller of 6 and \(3N-3\). With one atom per cell there is no relaxation.

Three consequences follow.

1. Taking \(\eta\) as a unit vector gives \(C_{jj}\le C^0_{jj}\).

2. The \(k\)-th lowest eigenvalue of a symmetric matrix is the minimum, over \(k\)-dimensional subspaces, of the maximum of \(\eta^TC\eta/\eta^T\eta\). Lowering the numerator for every \(\eta\) cannot raise it, so the ordered eigenvalues do not rise. These eigenvalues depend on the axes, because \(\eta^T\eta\) gives shears a different weight from the invariant \(\sum_{ij}\varepsilon_{ij}^2\), but the ordering holds in any fixed axes.

3. If \(C\) is positive definite, then for a stress \(\sigma\)

\[
\tfrac12\sigma^TC^{-1}\sigma=\max_\eta\left[\sigma^T\eta-\tfrac12\eta^TC\eta\right]. \tag{16}
\]

Replacing \(C^0\) by \(C\) cannot lower the bracket, so the compliance form cannot decrease.

Nothing here fixes the sign of an off-diagonal change. For \(D=C^0-C\), positivity does limit the size of each element: \(|D_{ij}|\le\sqrt{D_{ii}D_{jj}}\).

### The diamond structure

Take four bonds \(\mathbf b_i=(a/4)\mathbf t_i\) from atom 1 to atom 2 and its images, with \(\mathbf t_1=(1,1,1)\), \(\mathbf t_2=(1,-1,-1)\), \(\mathbf t_3=(-1,1,-1)\), \(\mathbf t_4=(-1,-1,1)\). The bond length obeys \(d^2=3a^2/16\). Each bond has energy \((3\alpha/8d^2)(\mathbf r_i\cdot\mathbf r_i-d^2)^2\), and each pair of bonds meeting at an atom has energy \((3\beta/8d^2)(\mathbf r_i\cdot\mathbf r_j+d^2/3)^2\). The prefactors are \(2\alpha/a^2\) and \(2\beta/a^2\). At atom 2 all bonds are reversed, which leaves their products unchanged, so each angle term counts twice per cell.

With \(\mathbf u\) the displacement of atom 2 relative to atom 1, to first order

\[
\delta(\mathbf r_i\cdot\mathbf r_j)=2\mathbf b_i\cdot\varepsilon\mathbf b_j+\mathbf u\cdot(\mathbf b_i+\mathbf b_j). \tag{17}
\]

**Shear.** Let \(2\varepsilon_{yz}=\gamma\) and let \(\mathbf u=(u,0,0)\).

- For a single bond, \(t_yt_z=t_x\), so (17) with \(i=j\) is \((a t_x/2)(u+a\gamma/4)\). Four bonds give \(4(2\alpha/a^2)(a^2/4)(u+a\gamma/4)^2\).
- For the pairs (1,2) and (3,4), (17) is \(\pm(a/2)(u-a\gamma/4)\). For the other four pairs both parts vanish. Two pairs at two atoms give \(4(2\beta/a^2)(a^2/4)(u-a\gamma/4)^2\).

Hence

\[
E-E_0=2\alpha\left(u+\frac{a\gamma}4\right)^2+2\beta\left(u-\frac{a\gamma}4\right)^2. \tag{18}
\]

Displacements along \(y\) or \(z\) do not couple to \(\gamma\) or to \(u\): the sums \(\sum_i t_xt_y\) and \(\sum_i t_xt_z\) vanish, and each \(\mathbf t_i+\mathbf t_j\) points along one cubic axis, which is \(x\) for the two pairs affected by this shear.

The derivatives of (18) are

\[
k=\frac{\partial^2E}{\partial u^2}=4(\alpha+\beta),\quad
\lambda=\frac{\partial^2E}{\partial u\,\partial\gamma}=(\alpha-\beta)a,\quad
C^0_{44}=\frac{(\alpha+\beta)a^2}{4\Omega}=\frac{\alpha+\beta}a, \tag{19}
\]

using \(\Omega=a^3/4\). In terms of both atoms, the \(x\) block of \(K\) is \(k\) times \(\begin{pmatrix}1&-1\\-1&1\end{pmatrix}\), with eigenvalues 0 and \(2k\), and the column of \(\Lambda\) is \((-\lambda,\lambda)^T\). Its projection on the normalized vector \((-1,1)^T/\sqrt2\) is \(\sqrt2\lambda\), so \(\Lambda^TK^+\Lambda=2\lambda^2/2k=\lambda^2/k\). Equation (13) becomes

\[
C_{44}=\frac{\alpha+\beta}a-\frac{(\alpha-\beta)^2}{(\alpha+\beta)a}
=\frac{4\alpha\beta}{(\alpha+\beta)a}, \tag{20}
\]

\[
u^*=-\zeta\frac{a\gamma}4,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}. \tag{21}
\]

Clamped atoms give each square in (18) an argument of size \(a\gamma/4\), so the two stiffnesses add in parallel, as \(\alpha+\beta\). Relaxed atoms fix only the difference of the two arguments, \(a\gamma/2\), so the stiffnesses combine in series, as \(\alpha\beta/(\alpha+\beta)\), and the doubled extension supplies the factor 4 in (20). For \(\beta\to0\), \(\zeta\to1\): the sublattices shift so that bond lengths are kept to first order, and \(C_{44}\to0\) although \(C^0_{44}=\alpha/a\). For \(\alpha=\beta\) the two internal forces cancel and nothing relaxes.

**Normal strains.** For \(\varepsilon=\mathrm{diag}(e_1,e_2,e_3)\) every bond has the same strain term in (17), and its coupling to \(\mathbf u\) cancels because \(\sum_i\mathbf t_i=0\). The angle pairs (1,2) and (3,4) have equal strain terms \((a^2/8)(e_1-e_2-e_3)\) but opposite \(\mathbf t_i+\mathbf t_j\), so their couplings cancel as well. The remaining pairs follow by permuting axes. These columns of \(\Lambda\) are therefore zero. Summing squares gives

\[
E-E_0=\frac{a^2}8\left[\alpha(e_1+e_2+e_3)^2+\beta\sum_{k}(2e_k-e_1-e_2-e_3)^2\right], \tag{22}
\]

and, on differentiating and dividing by \(\Omega\), \(C_{11}=(\alpha+3\beta)/a\) and \(C_{12}=(\alpha-\beta)/a\), clamped or relaxed.

**Numbers.** Take \(\alpha=50\) N/m, \(\beta=15\) N/m and \(a=5.50\) Å; 1 (N/m)/Å is 10 GPa. Then \(k=4\times65=260\) N/m, \(\lambda=35\times5.5=192.5\) (N/m) Å and \(\Omega=41.594\) Å\(^3\). The drop is

\[
\frac{\lambda^2}{k\Omega}=\frac{192.5^2}{260\times41.594}=3.427\ \text{(N/m)/Å}=34.27\ \text{GPa}, \tag{23}
\]

which takes \(C_{44}\) from 118.18 to 83.92 GPa, within rounding. The relative drop is \(\zeta^2=0.5385^2\), or 29.0% of the clamped value. At \(\gamma=0.01\) the sublattices shift by \(-0.5385\times5.5\times0.01/4=-0.0074\) Å. As a test, the full nonlinear energy was minimized at finite strain with one atom held, and the minimum was differentiated twice; the constants and the shift agree with the formulas.

### An off-diagonal constant that rises

Turn the axes by 45° about \(z\) and apply normal strains \(e'_1,e'_2\) along the new \(x',y'\). In the cubic axes these are \(\varepsilon_{xx}=\varepsilon_{yy}=(e'_1+e'_2)/2\) and \(2\varepsilon_{xy}=e'_1-e'_2\). The energy density is

\[
\frac12\left[\frac{C_{11}+C_{12}}2(e'_1+e'_2)^2+C_{44}(e'_1-e'_2)^2\right], \tag{24}
\]

so that

\[
C'_{11}=\frac{C_{11}+C_{12}}2+C_{44},\qquad
C'_{12}=\frac{C_{11}+C_{12}}2-C_{44}. \tag{25}
\]

Relaxation lowers \(C_{44}\) alone. \(C'_{11}\) falls from 236.36 to 202.10 GPa, and \(C'_{12}\) rises by the same 34.27 GPa. Its clamped value is zero because in this model \((C_{11}+C_{12})/2=(\alpha+\beta)/a=C^0_{44}\). There is no conflict with (15): equal strains \(e'_1=e'_2\) do not relax, while opposite strains soften.

### A crystal without helpful symmetry

A triclinic model with three atoms and 27 springs per cell, each at its rest length, tests the full matrix statement. The six nonzero eigenvalues of \(K\) run from 49.57 to 247.25 N/m. The eigenvalues of \(C^0-C\), with \(C\) obtained by direct minimization, run from 0.012 to 14.292 GPa. All are positive, so every strain of this crystal produces internal forces. The smallest is well above the largest difference between formula and minimization, about \(3\times10^{-6}\) GPa. The lowest eigenvalue of the elastic matrix falls from 28.57 to 24.43 GPa and the highest from 179.88 to 176.51 GPa. Equation (14) and the ordering of the compliances were also tested here.

### Where the theorem stops

If some \(\kappa_m\) is negative, inverting it gives a negative term in (15) for every strain that couples to that mode, and the stationary point in \(u\) is no longer a minimum: it is a saddle if some \(\kappa_m\) remain positive, and a maximum if all nonzero \(\kappa_m\) are negative. In the diamond model with \(\beta=-75\) N/m, the three nonzero eigenvalues of \(K\) all equal \(2k=8(\alpha+\beta)=-200\) N/m. At fixed strain \(u^*\) is then a maximum over the internal displacements, and (18), with one positive and one negative square, is a saddle in the \((u,\gamma)\) plane. Formula (20), which inverts the negative eigenvalues as well, then turns a clamped \(C_{44}\) of \(-45.45\) GPa into \(+1090.91\) GPa; with the \(K^+\) of (7), which omits them, (8) fails and (13) would return the clamped value. The positive value does not signal stability, since the energy already falls along \(u\) at zero strain.

If \(K\) has a further null vector \(n\) with \(n^T\Lambda\eta\ne0\), the energy (3) along \(u=sn\) contains the linear term \(s\,n^T\Lambda\eta\) and no quadratic term in \(s\). The quadratic energy then has no minimum, and higher orders must decide whether the full energy has one. With \(\beta=-\alpha=-50\) N/m, (18) reduces to \(2\alpha a\,u\gamma\), with coefficient 550 (N/m) Å. The pseudo-inverse of the vanishing stiffness is zero, so (13) would report no relaxation at all. A further null vector is not harmless even when it does not couple linearly to strain, so that (8) holds. A term \(s^2\eta\) together with \(s^4\) gives \(s^2\propto|\eta|\) for one sign of the strain and lowers the energy at order \(\eta^2\). An example is a straight chain with two springs of stiffness \(k\) and rest length \(d\) per cell, braced by a spring of stiffness \(k\) across both: \(\Lambda=0\), and (13) gives \(\partial^2E/\partial\eta^2=6kd^2\), which holds in tension, but in compression the middle atom buckles sideways and only \(4kd^2\) remains. Before (13) is used, one must therefore check that all eigenvalues of \(K\) other than the three translations are strictly positive.

A related difficulty arises in practice when numerical errors violate (6) slightly. A translation then has a small eigenvalue \(\delta\) and a residual force \(f\) per unit strain, and inverting \(\delta\) would change a diagonal elastic constant by \(-f^2/(\Omega\delta)\). This can be large and can have either sign. Translations should be projected out of \(K\) and \(\Lambda\), and the pseudo-inverse then formed with their three zero eigenvalues left out.

## Table of computed values

```
DIAMOND STRUCTURE, MODEL PARAMETERS
lattice constant a = 5.50 angstrom
alpha = 50.0 N/m, beta = 15.0 N/m
cell volume = 41.5938 angstrom^3
(N/m)/angstrom in GPa = 10.0000
eigenvalues of 6x6 K = 0.000 0.000 0.000 520.000 520.000 520.000 N/m
relative-coordinate force constant = 260.000 N/m
Lambda (atom 2 x, yz) = 192.500 (N/m) angstrom
Lambda (atom 1 x, yz) = -192.500 (N/m) angstrom
clamped C11, C12, C44 = 172.73 63.64 118.18 GPa
formula C11, C12, C44 = 172.73 63.64 83.92 GPa
minimized C11, C12, C44 = 172.73 63.64 83.92 GPa
drop of C44 = 34.27 GPa
drop of C44 / clamped C44 = 29.0 percent
rank of C0 - C = 3
zeta = 0.5385
shear gamma = 0.010
sublattice shift, linear formula = -0.007404 angstrom
sublattice shift, minimized = -0.007404 angstrom
AXES TURNED BY 45 DEGREES ABOUT z
clamped C11', C12' = 236.36 0.00 GPa
relaxed C11', C12' = 202.10 34.27 GPa
TRICLINIC THREE-ATOM SPRING CRYSTAL
springs per cell = 27
cell volume = 88.000 angstrom^3
nonzero eigenvalues of K = 49.57 80.46 87.88 92.29 159.45 247.25 N/m
clamped diagonal = 94.11 107.26 95.88 52.16 32.37 32.15 GPa
relaxed diagonal = 90.76 104.65 89.76 48.30 29.36 29.76 GPa
clamped eigenvalues = 28.57 30.18 47.42 54.18 73.69 179.88 GPa
relaxed eigenvalues = 24.43 29.38 46.63 50.82 64.81 176.51 GPa
eigenvalues of C0 - C = 0.012 0.047 0.080 1.038 5.865 14.292 GPa
largest |formula - minimized| = 3.2e-06 GPa
ASSUMPTIONS VIOLATED (diamond structure)
saddle case beta = -75.0 N/m
saddle case lowest K eigenvalue = -200.00 N/m
saddle case clamped C44 = -45.45 GPa
saddle case formula C44 = 1090.91 GPa
flat case beta = -50.0 N/m, largest |K| = 2.1e-06 N/m
flat case Lambda = 550.00 (N/m) angstrom
```
